# Quantizing the Electromagnetic Field in a Lossless Inhomogeneous Dielectric

A molecule sits in the empty upper half of a small metal box whose lower half is filled with a transparent dielectric. To find how strongly it couples to one photon, we need the field of that photon at the molecule. In an empty box, the photon energy and the mode shape fix this field. Here the wave lies partly in matter, and its normal electric field jumps at the interface, so the electric field is not divergence-free. Two questions follow: which condition replaces \(\nabla\cdot\mathbf A=0\), and how is a mode normalized?

## 1. A uniformly filled box

I use SI units. The medium is nonmagnetic and isotropic, with real relative permittivity \(\varepsilon\) independent of frequency over the range used. The wall is a perfect conductor, and there is no free charge.

First let \(\varepsilon\) be constant. With zero scalar potential and \(\nabla\cdot\mathbf A=0\), try one real standing wave,

\[
\mathbf A=\frac{q(t)}{\sqrt{\varepsilon_0}}\mathbf f(\mathbf r),\qquad
\nabla\times\nabla\times\mathbf f=\varepsilon\frac{\omega^2}{c^2}\mathbf f .
\]

Since \(\mathbf E=-\partial_t\mathbf A\), \(\mathbf B=\nabla\times\mathbf A\) and \(c^2=1/(\varepsilon_0\mu_0)\), the energy is

\[
\frac12\int\left(\varepsilon_0\varepsilon E^2+\frac{B^2}{\mu_0}\right)d^3r
=\frac12\dot q^2\,\varepsilon\!\int f^2d^3r+\frac{c^2}{2}q^2\!\int|\nabla\times\mathbf f|^2d^3r .
\]

Integration by parts, justified in Section 3, turns the last integral into \((\omega^2/c^2)\,\varepsilon\int f^2d^3r\). If \(\varepsilon\int f^2d^3r=1\), the energy is \((\dot q^2+\omega^2q^2)/2\), an oscillator of unit mass. The permittivity enters the normalization because it multiplies the kinetic energy.

**Limit.** For \(\varepsilon=1\) this is the vacuum result. If the same box is filled, the wave pattern stays the same, \(\omega\) scales as \(\varepsilon^{-1/2}\) and \(f\) as \(\varepsilon^{-1/2}\). The zero-point field, proportional to \(\sqrt\omega f\) (Section 5), therefore scales as \(\varepsilon^{-3/4}\).

## 2. The gauge when the permittivity varies

Now let \(\varepsilon(\mathbf r)\) be piecewise smooth and bounded between positive constants. The cavity is bounded and simply connected, with one connected wall. On the wall \(\mathbf n\times\mathbf E=0\) and \(\mathbf n\cdot\mathbf B=0\).

Write \(\mathbf E=-\partial_t\mathbf A-\nabla\phi\). Since \(\mathbf n\cdot\mathbf B=0\), the tangential part of \(\mathbf A\) has no surface curl, so it is a surface gradient. A gauge change removes it, giving \(\mathbf n\times\mathbf A=0\). Then \(\mathbf n\times\mathbf E=0\) makes \(\phi\) constant over the wall, and a gauge function of time alone makes that constant zero.

The transformation \(\mathbf A\to\mathbf A+\nabla\chi\), \(\phi\to\phi-\partial_t\chi\), with \(\chi=0\) on the wall, preserves these conditions. Choose \(\chi\) to solve

\[
\nabla\cdot(\varepsilon\nabla\chi)=-\nabla\cdot(\varepsilon\mathbf A).
\]

This Dirichlet problem has a unique solution because \(\varepsilon\) is bounded and positive. The new potential obeys

\[
\nabla\cdot(\varepsilon\mathbf A)=0 .
\]

Gauss's law, \(\nabla\cdot(\varepsilon\mathbf E)=0\), now reduces to \(\nabla\cdot(\varepsilon\nabla\phi)=0\). Multiply by \(\phi\) and integrate by parts. The surface term vanishes, leaving \(\int\varepsilon|\nabla\phi|^2d^3r=0\), hence \(\phi=0\).

**Limit.** For constant \(\varepsilon\) the condition becomes \(\nabla\cdot\mathbf A=0\). If that ordinary condition is kept while \(\varepsilon\) varies, Gauss's law gives

\[
\nabla\cdot(\varepsilon\nabla\phi)=-\nabla\varepsilon\cdot\partial_t\mathbf A .
\]

A scalar potential is then needed whenever \(\partial_t\mathbf A\) has a component along \(\nabla\varepsilon\). The physics is the same, but the potentials no longer separate.

## 3. Modes and their weight

With \(\phi=0\), take the Lagrangian

\[
\mathcal L=\frac12\int\left[\varepsilon_0\varepsilon(\partial_t\mathbf A)^2-\frac{(\nabla\times\mathbf A)^2}{\mu_0}\right]d^3r .
\]

For a variation with \(\mathbf n\times\delta\mathbf A=0\),

\[
\int(\nabla\times\mathbf A)\cdot(\nabla\times\delta\mathbf A)\,d^3r
=\int\delta\mathbf A\cdot\nabla\times\nabla\times\mathbf A\,d^3r ,
\]

because the surface integrand is \((\mathbf n\times\delta\mathbf A)\cdot(\nabla\times\mathbf A)=0\). The equation of motion is therefore

\[
\varepsilon_0\varepsilon\,\partial_t^2\mathbf A+\frac{1}{\mu_0}\nabla\times\nabla\times\mathbf A=0 .
\]

Its divergence is \(\partial_t^2\nabla\cdot(\varepsilon\mathbf A)=0\), so the gauge condition persists once it and its time derivative hold initially. A solution oscillating at \(\omega_k\) has a spatial part obeying

\[
\nabla\times\nabla\times\mathbf f_k=\varepsilon\frac{\omega_k^2}{c^2}\mathbf f_k,
\qquad \mathbf n\times\mathbf f_k=0\ \text{on the wall}.
\]

Multiply by \(\mathbf f_l^*\) and integrate by parts:

\[
\int(\nabla\times\mathbf f_l^*)\cdot(\nabla\times\mathbf f_k)\,d^3r
=\frac{\omega_k^2}{c^2}\int\varepsilon\,\mathbf f_l^*\cdot\mathbf f_k\,d^3r .
\]

At a jump of \(\varepsilon\) the tangential parts of \(\mathbf f\) and \(\nabla\times\mathbf f\) are continuous, so surface terms from the two sides cancel. Setting \(l=k\) shows that \(\omega_k^2\) is real and nonnegative. Exchanging \(k\) and \(l\), conjugating and subtracting gives

\[
(\omega_k^2-\omega_l^2)\int\varepsilon\,\mathbf f_l^*\cdot\mathbf f_k\,d^3r=0 .
\]

Modes of different frequency are thus orthogonal with weight \(\varepsilon\). Degenerate modes can be orthogonalized with the same weight, so we may set

\[
\int\varepsilon\,\mathbf f_k^*\cdot\mathbf f_l\,d^3r=\delta_{kl}.
\]

For \(\omega_k\neq0\), the divergence of the mode equation gives \(\nabla\cdot(\varepsilon\mathbf f_k)=0\). For \(\omega_k=0\), the integral identity gives \(\nabla\times\mathbf f_k=0\), hence \(\mathbf f_k=\nabla\chi\) with \(\chi\) constant on the wall. The gauge condition then forces \(\nabla\chi=0\), by the argument used for \(\phi\). No static mode remains. Two separate conductors could support one, which is why the wall was assumed connected.

**Limit.** Constant \(\varepsilon\) restores Section 1. With periodic boundaries, whose surface terms cancel in pairs, the modes of nonzero wave vector are \(\mathbf e\,e^{i\mathbf k\cdot\mathbf r}/\sqrt{\varepsilon V}\), where \(\mathbf e\perp\mathbf k\) is a unit vector. Substitution gives \(k^2=\varepsilon\omega^2/c^2\), or \(\omega=ck/\sqrt\varepsilon\).

## 4. What the modes span

With \(\mathbf g=\sqrt\varepsilon\,\mathbf f\), the mode equation becomes an ordinary eigenvalue problem for the self-adjoint operator \(\varepsilon^{-1/2}\nabla\times\nabla\times\varepsilon^{-1/2}\). I use the spectral theorem here: in a bounded cavity with a regular wall, the modes form a complete discrete set for fields obeying \(\nabla\cdot(\varepsilon\mathbf F)=0\).

A general field \(\mathbf F\) is split by solving \(\nabla\cdot(\varepsilon\nabla\chi)=\nabla\cdot(\varepsilon\mathbf F)\) with \(\chi=0\) on the wall. The remainder \(\mathbf F-\nabla\chi\) can be expanded in modes. Since

\[
\int\varepsilon\,\mathbf f_k^*\cdot\nabla\chi\,d^3r=-\int\chi\,\nabla\cdot(\varepsilon\mathbf f_k^*)\,d^3r=0,
\]

the expansion coefficients are \(\int\varepsilon\mathbf f_k^*\cdot\mathbf F\,d^3r\). The kernel

\[
P_{ij}(\mathbf r,\mathbf r')=\sum_k f_{k,i}(\mathbf r)f_{k,j}^*(\mathbf r')\varepsilon(\mathbf r')
\]

therefore removes the gradient part:

\[
P_{ij}(\mathbf r,\mathbf r')=\delta_{ij}\delta(\mathbf r-\mathbf r')-\partial_i\chi_j(\mathbf r,\mathbf r').
\]

Here \(\chi_j\) is the potential belonging to a point source along \(j\) at \(\mathbf r'\).

**Limit.** For constant \(\varepsilon\), \(P\) is the usual transverse delta function of the cavity. For varying \(\varepsilon\) it is in general not symmetric under exchange of both positions and indices, because the weight stands at \(\mathbf r'\).

## 5. From oscillators to photons

The mode equation has real coefficients, so choose real modes and write \(\mathbf A=\sum_kq_k\mathbf f_k/\sqrt{\varepsilon_0}\). This restriction loses no dynamics. A gradient part \(\nabla\chi\), with \(\chi=0\) on the wall, has no curl, and its kinetic cross term with the modes vanishes by weighted orthogonality, so it decouples. Gauss's law then requires \(\nabla\cdot(\varepsilon\nabla\partial_t\chi)=0\), which forces \(\partial_t\chi=0\) by the argument used for \(\phi\), so it carries no field. The two integral identities of Section 3 give

\[
\mathcal L=\frac12\sum_k(\dot q_k^2-\omega_k^2q_k^2),\qquad
p_k=\dot q_k,\qquad H=\frac12\sum_k(p_k^2+\omega_k^2q_k^2).
\]

Impose \([q_k,p_l]=i\hbar\delta_{kl}\) and define

\[
a_k=\frac{\omega_kq_k+ip_k}{\sqrt{2\hbar\omega_k}} .
\]

Then

\[
[a_k,a_k^\dagger]=\frac{-i\omega_k[q_k,p_k]+i\omega_k[p_k,q_k]}{2\hbar\omega_k}=1 .
\]

Solving for the coordinates,

\[
q_k=\sqrt{\frac{\hbar}{2\omega_k}}(a_k+a_k^\dagger),\qquad
p_k=-i\sqrt{\frac{\hbar\omega_k}{2}}(a_k-a_k^\dagger).
\]

Because \(\mathbf E=-\partial_t\mathbf A=-\sum_kp_k\mathbf f_k/\sqrt{\varepsilon_0}\),

\[
\mathbf A=\sum_k\sqrt{\frac{\hbar}{2\varepsilon_0\omega_k}}\,(a_k\mathbf f_k+a_k^\dagger\mathbf f_k^*),
\]

\[
\mathbf E=i\sum_k\sqrt{\frac{\hbar\omega_k}{2\varepsilon_0}}\,(a_k\mathbf f_k-a_k^\dagger\mathbf f_k^*).
\]

The conjugates also admit complex modes formed by a unitary change \(\mathbf f'_m=\sum_kU_{km}\mathbf f_k\) among degenerate modes, with \(a'_m=\sum_kU_{km}^*a_k\), since \(\sum_ma'_m\mathbf f'_m=\sum_ka_k\mathbf f_k\). In the energy the terms \(a_k^2\) and \(a_k^{\dagger2}\) cancel:

\[
H=\sum_k\frac{\hbar\omega_k}{4}\left[(a_k+a_k^\dagger)^2-(a_k-a_k^\dagger)^2\right]
=\sum_k\hbar\omega_k\left(a_k^\dagger a_k+\frac12\right).
\]

**Limit.** In the ground state, one mode contributes \(\langle E^2\rangle=\hbar\omega|\mathbf f|^2/(2\varepsilon_0)\) and \(\langle B^2\rangle=\hbar|\nabla\times\mathbf f|^2/(2\varepsilon_0\omega)\). Its electric energy is \(\frac12\varepsilon_0\int\varepsilon\langle E^2\rangle d^3r=\hbar\omega/4\). Its magnetic energy is \((\hbar c^2/4\omega)(\omega^2/c^2)=\hbar\omega/4\). Together they make \(\hbar\omega/2\), whatever the shape of \(\varepsilon(\mathbf r)\).

## 6. Commutators and Maxwell's equations

The momentum field is \(\boldsymbol\Pi=\varepsilon_0\varepsilon\,\partial_t\mathbf A=-\mathbf D\), or \(\sqrt{\varepsilon_0}\,\varepsilon\sum_kp_k\mathbf f_k\) in modes. Hence

\[
[A_i(\mathbf r),\Pi_j(\mathbf r')]=i\hbar P_{ij}(\mathbf r,\mathbf r').
\]

Let \(e_{jlm}\) be the Levi-Civita symbol, with repeated indices summed. Since \(\mathbf D=-\boldsymbol\Pi\), reversing the commutator gives

\[
[D_i(\mathbf r),B_j(\mathbf r')]
=e_{jlm}\partial'_l[A_m(\mathbf r'),\Pi_i(\mathbf r)]
=i\hbar\,e_{jlm}\partial'_lP_{mi}(\mathbf r',\mathbf r).
\]

The gradient part of \(P_{mi}(\mathbf r',\mathbf r)\) is a gradient in \(\mathbf r'\), and the curl removes it:

\[
[D_i(\mathbf r),B_j(\mathbf r')]=i\hbar\,e_{jli}\,\partial'_l\delta(\mathbf r-\mathbf r').
\]

The permittivity has dropped out. This is the vacuum relation with \(\mathbf D\) in place of \(\varepsilon_0\mathbf E\).

The Heisenberg equations are \(\dot q_k=p_k\) and \(\dot p_k=-\omega_k^2q_k\). The first gives

\[
\partial_t\mathbf B=\frac{1}{\sqrt{\varepsilon_0}}\sum_kp_k\nabla\times\mathbf f_k=-\nabla\times\mathbf E .
\]

The second, with the mode equation, gives

\[
\partial_t\mathbf D=\sqrt{\varepsilon_0}\sum_k\omega_k^2q_k\,\varepsilon\mathbf f_k
=\sqrt{\varepsilon_0}\,c^2\sum_kq_k\nabla\times\nabla\times\mathbf f_k
=\frac{1}{\mu_0}\nabla\times\mathbf B .
\]

**Where it fails.** If \(\varepsilon\) depends on frequency, two modes obey equations with different weights, and the subtraction in Section 3 no longer proves orthogonality. With absorption, giving each \(a_k\) a factor \(e^{-\gamma t}\) would shrink \([a_k,a_k^\dagger]\) to \(e^{-2\gamma t}\). Degrees of freedom of the medium must then be included to preserve the commutator.

## 7. The half-filled box

Take a model box with sides \(L=1\ \mu\mathrm m\) along \(x\) and \(y\) and height \(L_z=0.5\ \mu\mathrm m\). Let \(\varepsilon=4\) below \(h=0.25\ \mu\mathrm m\) and \(\varepsilon=1\) above. The ideal walls and constant \(\varepsilon\) are assumptions of the model.

To obtain a field normal to the interface, set \(S=\sin(\pi x/L)\sin(\pi y/L)\), \(\kappa^2=2\pi^2/L^2\) and

\[
\mathbf f=\frac{1}{\varepsilon\sqrt N}\nabla\times\nabla\times(\hat{\mathbf z}Sv(z)).
\]

The identity \(\nabla\times\nabla\times(\hat{\mathbf z}\psi)=\nabla\partial_z\psi-\hat{\mathbf z}\nabla^2\psi\) gives

\[
\mathbf f_t=\frac{v'}{\varepsilon\sqrt N}\nabla_tS,\qquad
f_z=\frac{\kappa^2}{\varepsilon\sqrt N}Sv .
\]

The curl of this field is \([\kappa^2v/\varepsilon-(v'/\varepsilon)']/\sqrt N\) times \((\partial_yS,-\partial_xS,0)\). If the bracket equals \(k_0^2v\), with \(k_0=\omega/c\), then \(\nabla\times\mathbf f=k_0^2\nabla\times(\hat{\mathbf z}Sv)/\sqrt N\), and one more curl gives the mode equation. Thus

\[
-\left(\frac{v'}{\varepsilon}\right)'+\frac{\kappa^2}{\varepsilon}v=k_0^2v .
\]

The side-wall conditions hold through \(S\), and the end walls require \(v'=0\). Continuity of the tangential parts of \(\mathbf f\) and \(\nabla\times\mathbf f\) makes \(v'/\varepsilon\) and \(v\) continuous. Let \(d=L_z-h\), \(k_1^2=4k_0^2-\kappa^2\) and \(\alpha^2=\kappa^2-k_0^2\). Then

\[
v=C\cos k_1z\ \ (z<h),\qquad v=\cosh\alpha(L_z-z)\ \ (z>h),
\]

with \(C\cos k_1h=\cosh\alpha d\) and \((Ck_1/4)\sin k_1h=\alpha\sinh\alpha d\). Dividing,

\[
\frac{k_1}{4}\tan k_1h=\alpha\tanh\alpha d .
\]

The root is \(k_0L=3.1128\), with \(k_1L=4.3612\) and \(\alpha L=3.1701\); both sides times \(L\) are then 2.092. A separate vector-lattice calculation, extrapolated in step size, gives 3.1126, and on its coarser lattice this is the lowest mode.

**Limit.** Multiplying the equation for \(v\) by \(v\) and integrating gives

\[
k_0^2\int v^2dz=\int\frac{v'^2+\kappa^2v^2}{\varepsilon}dz .
\]

Since \(\varepsilon\le4\), \(k_0\ge\kappa/2\). The solution has no node, so it minimizes this quotient, and a constant trial \(v\) gives \(k_0^2\le\tfrac58\kappa^2\). With \(\kappa L=4.443\), \(k_0L\) must lie between 2.22 and 3.51, as it does.

The photon energy is \(\hbar ck_0=0.614\) eV, against 0.877 eV for the same mode in an empty box and 0.438 eV in a filled one.

For the normalization, \(\int S^2dx\,dy=L^2/4\) and \(\int|\nabla_tS|^2dx\,dy=\kappa^2L^2/4\). With the quotient identity,

\[
N=\frac{\kappa^2L^2}{4}\int\frac{v'^2+\kappa^2v^2}{\varepsilon}dz
=\frac{\kappa^2L^2k_0^2}{4}\int v^2dz .
\]

The elementary integral is

\[
\int v^2dz=C^2\left(\frac h2+\frac{\sin2k_1h}{4k_1}\right)+\frac d2+\frac{\sinh2\alpha d}{4\alpha}=1.735\,L ,
\]

so \(N=4.935\times9.690\times1.735/L=83.0/L\). Just above the interface on the axis \(x=y=L/2\), where \(S=1\) and \(v=\cosh\alpha d=1.331\),

\[
L^{3/2}f_z=\frac{19.74\times1.331}{\sqrt{83.0}}=2.88 .
\]

Multiplication by \(\sqrt{\hbar\omega/(2\varepsilon_0L^3)}=7.45\times10^4\) V/m gives the zero-point rms field of this mode (the ground-state value \(\sqrt{\langle E^2\rangle}\) of Section 5; on the axis \(\nabla_tS=0\), so only \(f_z\) contributes), namely \(2.15\times10^5\) V/m. Just below, it is \(5.37\times10^4\) V/m, smaller by the factor 4 that keeps \(\varepsilon f_z\) continuous.

The dielectric holds 0.601 of the electric energy. Hence \(\int|\mathbf f|^2d^3r=0.601/4+0.399=0.549\). Normalizing this integral to one instead would multiply every field by \(1/\sqrt{0.549}=1.35\), an error of 35% relative to the correct field.

Now place the molecule on the axis at \(z=0.375\ \mu\mathrm m\), midway up the empty half. There the zero-point rms field is

\[
2.15\times10^5\ \mathrm{V/m}\times\frac{\cosh(0.125\,\alpha L)}{\cosh(0.25\,\alpha L)}
=1.74\times10^5\ \mathrm{V/m}.
\]

Use the electric-dipole interaction \(-\mathbf d\cdot\mathbf E\), valid when the field hardly changes across the molecule. Here it changes by about 0.1% over 1 nm along \(z\). Between "molecule in its ground state, one photon" and "molecule excited, no photon" only the term \(a\mathbf f\) of \(\mathbf E\) contributes. Since \(\langle0|a|1\rangle=1\), the matrix element has magnitude \(g=\sqrt{\hbar\omega/(2\varepsilon_0)}\,|\mathbf d_{eg}\cdot\mathbf f|\), where \(\mathbf d_{eg}\) is the transition dipole. For a dipole along the field this is the dipole times the zero-point rms field. A model transition dipole of \(10^{-29}\) C m along \(z\) gives the one-photon coupling

\[
g=10^{-29}\times1.74\times10^5\ \mathrm J=1.74\times10^{-24}\ \mathrm J=10.9\ \mu\mathrm{eV}.
\]

At resonance, keeping this mode and the two states "molecule excited, no photon" and "molecule in its ground state, one photon", the energies shift by \(\pm g\), a splitting of 21.8 μeV. This holds for ideal walls. At 0.614 eV a real metal is far from a perfect conductor. For a Drude metal with plasma energy 9.0 eV and damping 0.02 to 0.07 eV, a first-order surface-impedance estimate gives a penetration depth of about 22 nm, a frequency lowered by about 10%, and a quality factor of about 300 to 85. The linewidth is then about 2 to 7 meV, roughly 100 to 300 times the splitting. A linewidth below \(4g\) would need a quality factor above \(1.4\times10^4\), so in such a box the two shifted levels would not be resolved. Inside the dielectric, the field acting on a molecule can differ from the macroscopic \(\mathbf E\), and a local-field model would be needed as well.

The numerical check also tests the orthogonality, projector, commutator and operator equations on a three-dimensional lattice with a generic \(\varepsilon(\mathbf r)\).

## Computed values

```
GENERIC LATTICE (hbar = c = eps0 = 1)
edge unknowns: 227
zero modes (pure gradients): 60
physical modes: 167
permittivity range: 1.460 to 3.895
weighted orthonormality error: 2.7e-13
largest normalized unweighted overlap: 0.131
max div(eps f) / max div(f): 1.3e-13
projector error: 2.9e-14
projector asymmetry: 0.058
relative D-B commutator error: 6.4e-14
Fock Hamiltonian error: 9.6e-14
Maxwell operator-equation error: 6.2e-13
HALF-FILLED BOX
side L: 1.000 um
height Lz: 0.500 um
interface height h: 0.250 um
permittivity below, above: 4.0, 1.0
kappa L: 4.442883
k0 L from matching: 3.112846
k1 L: 4.361195
alpha L: 3.170079
k0 L on lattice, 8 cells: 3.065743
k0 L on lattice, 16 cells: 3.100916
k0 L extrapolated: 3.112640
largest relative axis-field error: 5.98e-03
angular frequency: 9.33208e+14 rad/s
photon energy: 0.61425 eV
same mode, empty box: 0.87670 eV
same mode, filled box: 0.43835 eV
electric energy fraction in dielectric: 0.60138
electric zero-point energy: 0.15356 eV
magnetic zero-point energy: 0.15356 eV
integral |f|^2 with weighted norm one: 0.54897
field factor if weight omitted: 1.34967
axis rms field just below interface: 5.37495e+04 V/m
axis rms field just above interface: 2.14998e+05 V/m
dipole height: 0.375 um
axis rms field at dipole: 1.74402e+05 V/m
model transition dipole: 1.0e-29 C m
dipole coupling energy: 10.8853 micro-eV
```
